# London-Orbital Hartree–Fock Magnetisability from Field Derivatives and Finite-Field Energies: test program

```python
"""
London-orbital Hartree-Fock magnetisability, xi_ab = -d2E/dB_a dB_b at B = 0.

Result under test (atomic units, closed shell, real orbitals at B = 0):
  d2E = Tr D h2 + 1/2 D.g2.D - 2 sum_i eps_i S2_ii + Q - 4 f.M^-1.f
S2, h2, g2 : second field derivatives of overlap, one-, two-electron integrals
Q          : first-order reorthonormalisation terms
f, M       : imaginary orbital-rotation gradient and magnetic Hessian
The other road is the complex self-consistent energy in a finite field.
Each basis function is a sum of s Gaussians ("lobes") sharing one London
phase, exp(-i/2 B x (R - O).r), where R is its anchor.
Units: length a0, energy Eh, field hbar/(e a0^2), xi in e^2 a0^2/m_e.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import erf, gamma, gammainc

CHARGES = np.array([1.6, 1.4, 1.0])
SITES = np.array([[0.0, 0.0, 0.0], [1.8, 0.0, 0.4], [0.4, 1.6, -0.6]])
S_EXPONENTS = (1.2, 0.3)
P_EXPONENT, LOBE_SHIFT = 0.6, 0.3
N_OCC = 2
AXES = np.eye(3)


def make_basis(sites, common_anchor=None):
    """Primitive-pair data; common_anchor switches London phases off."""
    lobes, nf = [], 0
    for site in sites:
        anchor = site if common_anchor is None else common_anchor
        for a in S_EXPONENTS:
            lobes.append((nf, 1.0, a, site, anchor))
            nf += 1
        for axis in AXES:
            for sign in (1.0, -1.0):
                centre = site + sign * LOBE_SHIFT * axis
                lobes.append((nf, sign, P_EXPONENT, centre, anchor))
            nf += 1
    n = len(lobes)
    expo = np.array([x[2] for x in lobes])
    cen = np.array([x[3] for x in lobes])
    anc = np.array([x[4] for x in lobes])
    coef = np.zeros((n, nf))
    for row, x in enumerate(lobes):
        coef[row, x[0]] = x[1]
    m, k = np.repeat(np.arange(n), n), np.tile(np.arange(n), n)
    p = expo[m] + expo[k]
    K = np.exp(-expo[m] * expo[k] / p * ((cen[m] - cen[k])**2).sum(1))
    overlap = (K * (np.pi / p)**1.5).reshape(n, n)
    coef /= np.sqrt(np.diag(coef.T @ overlap @ coef))
    P = (expo[m, None] * cen[m] + expo[k, None] * cen[k]) / p[:, None]
    return SimpleNamespace(
        nf=nf, expo=expo, cen=cen, anc=anc, coef=coef, p=p, K=K, P=P,
        a_bra=expo[m], a_ket=expo[k], c_bra=cen[m], c_ket=cen[k],
        R_bra=anc[m], R_ket=anc[k], pair_coef=np.kron(coef, coef))


def contract_one(b, v):
    return (v @ b.pair_coef).reshape(b.nf, b.nf)


def contract_two(b, v):
    return (b.pair_coef.T @ v @ b.pair_coef).reshape((b.nf,) * 4)


def boys0(T):
    """Boys function of order zero for complex argument."""
    T = np.where(np.abs(T) < 1e-12, 1e-12, T).astype(complex)
    z = np.sqrt(T)
    return 0.5 * np.sqrt(np.pi) * erf(z) / z


def field_integrals(b, sites, B):
    """Exact S, h and (mn|ls) over London orbitals in the finite field B."""
    B = np.asarray(B, float)
    p = b.p
    k = 0.5 * np.cross(B, b.R_bra - b.R_ket)
    G = b.K * np.exp(1j * (k * b.P).sum(1) - (k * k).sum(1) / (4 * p))
    Pc = b.P + 1j * k / (2 * p[:, None])
    S = G * (np.pi / p)**1.5
    bra = (-2j * b.a_bra[:, None] * (Pc - b.c_bra)
           + 0.5 * np.cross(B, Pc - b.R_bra))
    ket = (2j * b.a_ket[:, None] * (Pc - b.c_ket)
           + 0.5 * np.cross(B, Pc - b.R_ket))
    spread = (12 * b.a_bra * b.a_ket + 0.5 * B @ B) / (2 * p)
    h = 0.5 * S * ((bra * ket).sum(1) + spread)
    for Z, X in zip(CHARGES, sites):
        h = h - Z * 2 * np.pi / p * G * boys0(p * ((Pc - X)**2).sum(1))
    dist2 = sum((Pc[:, None, c] - Pc[None, :, c])**2 for c in range(3))
    prod, tot = p[:, None] * p, p[:, None] + p
    g = (2 * np.pi**2.5 / (prod * np.sqrt(tot)) * G[:, None] * G
         * boys0(prod / tot * dist2))
    return contract_one(b, S), contract_one(b, h), contract_two(b, g)


def coulomb_derivatives(pref, rho, dist2, l, ww, proj, dd):
    """First (divided by i) and second field derivatives of pref*F0."""
    T = np.maximum(rho * dist2, 1e-12)
    F0, F1, F2 = [gamma(m + 0.5) * gammainc(m + 0.5, T) / (2 * T**(m + 0.5))
                  for m in range(3)]
    first = [pref * (l[a] * F0 - 2 * rho * proj[a] * F1) for a in range(3)]
    second = {}
    for a in range(3):
        for c in range(a, 3):
            second[a, c] = pref * (
                -(l[a] * l[c] + ww[a, c]) * F0
                + 2 * rho * (l[a] * proj[c] + l[c] * proj[a] + dd[a, c]) * F1
                - 4 * rho**2 * proj[a] * proj[c] * F2)
    return first, second


def derivative_integrals(b, sites):
    """Field derivatives at B = 0 from moments of the operator kappa."""
    p, P = b.p, b.P
    R = b.R_bra - b.R_ket
    # three-point Gauss-Hermite is exact for these polynomials (degree <= 4)
    x, wx = np.polynomial.hermite.hermgauss(3)
    nodes = np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1).T
    wt = np.einsum("i,j,k->ijk", wx, wx, wx).ravel()
    weight = (b.K / p**1.5)[:, None] * wt
    r = P[:, None, :] + nodes / np.sqrt(p)[:, None, None]
    kap = 0.5 * np.cross(R[:, None, :], r)
    rc, ra = r - b.c_ket[:, None, :], r - b.R_ket[:, None, :]
    beta = b.a_ket[:, None]
    kin = 3 * beta - 2 * beta**2 * (rc**2).sum(2)
    offset = (b.c_ket - b.R_ket)[:, None, :]
    L = 2j * beta[:, :, None] * np.cross(offset, rc)

    def mean(f):
        return (weight * f).sum(1)

    w = np.array([0.5 * np.cross(e, R) for e in AXES])
    u = w / (2 * p[:, None])
    l = np.einsum("axc,xc->ax", w, P)
    ww = np.einsum("axc,bxc->abx", w, u)
    uu = np.einsum("axc,bxc->abx", u, u)
    S1 = [contract_one(b, 1j * mean(kap[..., a])) for a in range(3)]
    h1 = [1j * mean(kap[..., a] * kin) + 0.5 * mean(L[..., a])
          for a in range(3)]
    S2, h2 = {}, {}
    for a in range(3):
        for c in range(a, 3):
            kk = kap[..., a] * kap[..., c]
            S2[a, c] = contract_one(b, -mean(kk))
            dia = (a == c) * (ra**2).sum(2) - ra[..., a] * ra[..., c]
            mixed = kap[..., a] * L[..., c] + kap[..., c] * L[..., a]
            h2[a, c] = mean(-kk * kin + 0.5j * mixed + 0.25 * dia)
    for Z, X in zip(CHARGES, sites):
        D = P - X
        one, two = coulomb_derivatives(
            -Z * 2 * np.pi / p * b.K, p, (D**2).sum(1), l, ww,
            np.einsum("xc,axc->ax", D, u), uu)
        for a in range(3):
            h1[a] = h1[a] + 1j * one[a]
        for key in h2:
            h2[key] = h2[key] + two[key]
    h1 = [contract_one(b, v) for v in h1]
    h2 = {key: contract_one(b, v) for key, v in h2.items()}
    Pu = np.einsum("xc,axc->ax", P, u)
    proj = np.array([Pu[a][:, None] + Pu[a] - P @ u[a].T - u[a] @ P.T
                     for a in range(3)])
    dd = np.array([[uu[a, c][:, None] + uu[a, c] - u[a] @ u[c].T
                    - u[c] @ u[a].T for c in range(3)] for a in range(3)])
    dist2 = sum((P[:, None, c] - P[None, :, c])**2 for c in range(3))
    prod, tot = p[:, None] * p, p[:, None] + p
    pref = 2 * np.pi**2.5 / (prod * np.sqrt(tot)) * b.K[:, None] * b.K
    one, two = coulomb_derivatives(
        pref, prod / tot, dist2, l[:, :, None] + l[:, None, :],
        ww[..., :, None] + ww[..., None, :], proj, dd)
    g1 = [1j * contract_two(b, v) for v in one]
    g2 = {key: contract_two(b, v) for key, v in two.items()}
    return S1, h1, g1, S2, h2, g2


def mean_field(g, D):
    """Direct minus half exchange."""
    return (np.einsum("mnls,sl->mn", g, D)
            - 0.5 * np.einsum("msln,sl->mn", g, D))


def scf(S, h, g, F):
    """Closed-shell Hartree-Fock with DIIS, real or complex."""
    history = []
    for _ in range(200):
        C = eigh(F, S)[1][:, :N_OCC]
        D = 2 * C @ C.conj().T
        F = h + mean_field(g, D)
        err = F @ D @ S - S @ D @ F
        if np.abs(err).max() < 1e-10:
            eps, C = eigh(F, S)
            energy = 0.5 * np.trace(D @ (h + F)).real
            return energy, eps, C, D, F
        history = (history + [(F, err)])[-6:]
        n = len(history)
        A = -np.ones((n + 1, n + 1))
        A[n, n] = 0.0
        A[:n, :n] = [[np.vdot(x[1], y[1]).real for y in history]
                     for x in history]
        A[:n, :n] /= A[n - 1, n - 1]
        rhs = np.zeros(n + 1)
        rhs[n] = -1.0
        weights = np.linalg.solve(A, rhs)[:n]
        F = sum(q * item[0] for q, item in zip(weights, history))
    raise RuntimeError("self-consistency not reached")


PARTS = ("one-electron h2", "two-electron g2", "overlap S2",
         "reorthonorm. Q", "relaxation")


def analytic(b, sites):
    """Energy second derivatives from the derived formula, part by part."""
    S, h, g = [v.real for v in field_integrals(b, sites, np.zeros(3))]
    energy, eps, C, D, F = scf(S, h, g, h)
    S1, h1, g1, S2, h2, g2 = derivative_integrals(b, sites)

    def mo(matrix):
        return C.T @ matrix @ C

    s1 = [mo(v) for v in S1]
    f1 = [mo(h1[a] + mean_field(g1[a], D)) for a in range(3)]
    gm = np.einsum("mnls,mp,nq,lr,st->pqrt", g, C, C, C, C, optimize=True)
    occ = np.diag((np.arange(b.nf) < N_OCC).astype(float))
    D1 = [-(s @ occ + occ @ s) for s in s1]
    G1 = [mean_field(gm, d) for d in D1]
    o, v = slice(0, N_OCC), slice(N_OCC, None)
    size = (b.nf - N_OCC) * N_OCC
    gaps = np.diag((eps[v, None] - eps[None, o]).ravel())
    direct = gm[o, v, o, v].transpose(1, 0, 3, 2).reshape(size, size)
    crossed = gm[o, v, o, v].transpose(3, 0, 1, 2).reshape(size, size)
    ladder = gm[o, o, v, v].transpose(2, 0, 3, 1).reshape(size, size)
    M = gaps - ladder + crossed
    real_hessian = gaps + 4 * direct - ladder - crossed
    esum = 0.5 * (eps[:, None] + eps[None, :])
    grad = [(f1[a] + G1[a] - esum * s1[a])[v, o].imag.ravel()
            for a in range(3)]
    pair_e = 3 * eps[o, None] + eps[None, :]
    parts = np.zeros((5, 3, 3))
    for a in range(3):
        for c in range(a, 3):
            Q = np.trace(D1[a] @ f1[c] + D1[c] @ f1[a] + D1[a] @ G1[c])
            Q = Q + (pair_e * s1[a][o, :] * s1[c][:, o].T).sum()
            values = (
                np.trace(D @ h2[a, c]).real,
                0.5 * np.trace(D @ mean_field(g2[a, c], D)),
                -2 * (eps[o] * np.diag(mo(S2[a, c]))[o]).sum().real,
                Q.real,
                -4 * grad[a] @ np.linalg.solve(M, grad[c]))
            parts[:, a, c] = parts[:, c, a] = values
    info = SimpleNamespace(energy=energy, eps=eps, F=F, S=S, h=h, g=g,
                           hess_min=np.linalg.eigvalsh(M)[0],
                           real_min=np.linalg.eigvalsh(real_hessian)[0],
                           S1=S1, h1=h1, g1=g1, S2=S2, h2=h2, g2=g2)
    return parts, info


def fourier_grid_check(b, sites):
    """S, h and one repulsion integral from their definitions on a grid."""
    B, O = np.array([0.3, -0.2, 0.4]), np.array([0.5, 1.0, -0.7])
    n, box, cut = 80, 20.0, 10.0
    x = -box / 2 + box / n * np.arange(n)
    r = np.array(np.meshgrid(x, x, x, indexing="ij"))
    q = 2 * np.pi * np.fft.fftfreq(n, box / n)
    k = np.array(np.meshgrid(q, q, q, indexing="ij"))
    k2 = (k**2).sum(0)
    k2[0, 0, 0] = 1.0
    # Coulomb kernel cut at a radius larger than the charge distributions
    kernel = 4 * np.pi * (1 - np.cos(np.sqrt(k2) * cut)) / k2
    kernel[0, 0, 0] = 2 * np.pi * cut**2
    dv = (box / n)**3

    def orbital(f):
        rows = np.nonzero(b.coef[:, f])[0]
        chi = sum(b.coef[i, f] * np.exp(-b.expo[i] * sum(
            (r[c] - b.cen[i, c])**2 for c in range(3))) for i in rows)
        A = 0.5 * np.cross(B, b.anc[rows[0]] - O)
        return chi * np.exp(-1j * np.tensordot(A, r, 1))

    A = 0.5 * np.cross(B, r - O[:, None, None, None], axisa=0, axisb=0,
                       axisc=0)
    mu, nu, la, si = 0, 7, 13, 5
    wm, wn, wl, ws = [orbital(f) for f in (mu, nu, la, si)]
    fm, fn = np.fft.fftn(wm), np.fft.fftn(wn)
    kinetic = 0.0
    for c in range(3):
        pm = np.fft.ifftn(k[c] * fm) + A[c] * wm
        pn = np.fft.ifftn(k[c] * fn) + A[c] * wn
        kinetic += 0.5 * np.vdot(pm, pn) * dv
    rho = wm.conj() * wn
    pot = np.fft.fftn(rho) * kernel
    h = kinetic
    for Z, X in zip(CHARGES, sites):
        wave = np.exp(1j * np.tensordot(X + box / 2, k, 1))
        h -= Z * (pot * wave).sum() / n**3
    rep = (np.fft.ifftn(pot) * wl.conj() * ws).sum() * dv
    S, H, G = field_integrals(b, sites, B)
    return max(abs(rho.sum() * dv - S[mu, nu]), abs(h - H[mu, nu]),
               abs(rep - G[mu, nu, la, si]))


basis = make_basis(SITES)
grid_error = fourier_grid_check(basis, SITES)
assert grid_error < 1e-7, grid_error

parts, ref = analytic(basis, SITES)
xi = -parts.sum(0)
assert ref.hess_min > 0 and ref.eps[N_OCC] > ref.eps[N_OCC - 1]

# derivative integrals against differences of finite-field integrals
INTEGRAL_STEP = 0.005
direction = np.array([1.0, 2.0, -2.0]) / 3.0
near = field_integrals(basis, SITES, INTEGRAL_STEP * direction)
far = field_integrals(basis, SITES, 2 * INTEGRAL_STEP * direction)
deriv_errors = []
for fn_, ff_, zero, d1, d2 in zip(near, far, (ref.S, ref.h, ref.g),
                                  (ref.S1, ref.h1, ref.g1),
                                  (ref.S2, ref.h2, ref.g2)):
    t = INTEGRAL_STEP
    num1 = (4 * fn_.imag / t - ff_.imag / (2 * t)) / 3
    num2 = (4 * 2 * (fn_.real - zero) / t**2
            - 2 * (ff_.real - zero) / (2 * t)**2) / 3
    ana1 = sum(direction[a] * d1[a] for a in range(3))
    ana2 = sum((1 if a == c else 2) * direction[a] * direction[c] * d2[a, c]
               for a, c in d2)
    deriv_errors.append((np.abs(num1 - ana1.imag).max(),
                         np.abs(num2 - ana2).max()))
    # truncation of the extrapolated differences is of fourth order in t
    assert max(deriv_errors[-1]) < 2e-6, deriv_errors

# The self-consistent energy is far more nonlinear in B than the integrals,
# so its curvature needs a smaller field.
ENERGY_STEP = 0.001


def field_energy(B):
    return scf(*field_integrals(basis, SITES, B), ref.F)[0]


def curvature(vector, step=ENERGY_STEP):
    e = [field_energy(s * vector) for s in (step, 2 * step)]
    c = [2 * (e[0] - ref.energy) / step**2,
         2 * (e[1] - ref.energy) / (2 * step)**2]
    return (4 * c[0] - c[1]) / 3, e, c


xi_field = np.zeros((3, 3))
for a in range(3):
    value, e_field, c_field = curvature(AXES[a])
    xi_field[a, a] = -value
for a in range(3):
    for c in range(a + 1, 3):
        total = -curvature(AXES[a] + AXES[c])[0]
        off = 0.5 * (total - xi_field[a, a] - xi_field[c, c])
        xi_field[a, c] = xi_field[c, a] = off
tensor_error = np.abs(xi - xi_field).max()
assert tensor_error < 5e-6, (xi, xi_field)
odd_part = abs(field_energy(-2 * ENERGY_STEP * AXES[2]) - e_field[1])
assert odd_part < 1e-10

# remaining differences at larger fields must fall as the fourth power
TRIAL_STEPS = (0.004, 0.002)
step_errors = [abs(-curvature(AXES[2], s)[0] - xi[2, 2]) for s in TRIAL_STEPS]
step_ratio = step_errors[0] / step_errors[1]
assert 12 < step_ratio < 20, step_errors

# moving the molecule changes the parts but not the sum
SHIFT = np.array([5.0, -3.0, 2.0])
moved_parts, moved = analytic(make_basis(SITES + SHIFT), SITES + SHIFT)
shift_error = np.abs(-moved_parts.sum(0) - xi).max()
assert shift_error < 1e-6, shift_error
assert np.abs(moved_parts - parts).max() > 0.1

# ordinary orbitals with a common gauge origin, at two origins
centroid = CHARGES @ SITES / CHARGES.sum()
common = []
for origin in (centroid, centroid + 5.0 * AXES[0]):
    q, _ = analytic(make_basis(SITES, origin), SITES)
    common.append(-np.trace(q.sum(0)) / 3)
assert abs(common[1] - common[0]) > 0.1

a0 = const.physical_constants["Bohr radius"][0]
xi_unit = const.e**2 * a0**2 / const.m_e
b_unit = const.hbar / (const.e * a0**2)
repulsion = sum(CHARGES[i] * CHARGES[j] / np.linalg.norm(SITES[i] - SITES[j])
                for i in range(3) for j in range(i))
iso = np.trace(xi) / 3

print("Units: a0, Eh, field hbar/(e a0^2), xi in e^2 a0^2/m_e")
for Z, X in zip(CHARGES, SITES):
    print(f"charge {Z:.1f} e at", X, "a0")
print("s exponents", S_EXPONENTS, "a0^-2")
print(f"p-lobe exponent {P_EXPONENT} a0^-2, shift {LOBE_SHIFT} a0")
print(f"electrons {2 * N_OCC}, basis functions {basis.nf}")
print(f"electronic energy {ref.energy:.8f} Eh")
print(f"total energy {ref.energy + repulsion:.8f} Eh")
print("occupied and lowest virtual eps", np.round(ref.eps[:3], 5), "Eh")
print(f"lowest eigenvalue of M {ref.hess_min:.5f} Eh")
print(f"lowest eigenvalue, real-rotation Hessian {ref.real_min:.5f} Eh")
print(f"grid check of field integrals, max error {grid_error:.1e} a.u.")
for name, err in zip(("S", "h", "g"), deriv_errors):
    print(f"{name} derivatives, max error: first {err[0]:.1e},"
          f" second {err[1]:.1e} a.u.")
for s, e, c in zip((ENERGY_STEP, 2 * ENERGY_STEP), e_field, c_field):
    print(f"B_z={s:.3f}: E-E0={e - ref.energy:.6e} Eh,"
          f" -2(E-E0)/B^2={-c:.6f}")
print(f"|E(B)-E(-B)| at B_z={2 * ENERGY_STEP:.3f}: {odd_part:.1e} Eh")
for s, err in zip(TRIAL_STEPS, step_errors):
    print(f"xi_zz extrapolation error, step {s:.3f}: {err:.2e} e^2 a0^2/m_e")
print(f"ratio of these errors {step_ratio:.2f} (dimensionless)")
print("component: formula, finite field (e^2 a0^2/m_e)")
for a in range(3):
    for c in range(a, 3):
        print(f"xi_{'xyz'[a]}{'xyz'[c]}: {xi[a, c]:.6f}, {xi_field[a, c]:.6f}")
print(f"largest tensor difference {tensor_error:.1e} e^2 a0^2/m_e")
print("parts of isotropic xi: original, moved molecule (e^2 a0^2/m_e)")
for name, q0, q1 in zip(PARTS, parts, moved_parts):
    print(f"{name}: {-np.trace(q0) / 3:.6f}, {-np.trace(q1) / 3:.6f}")
print(f"sum: {iso:.6f}, {-np.trace(moved_parts.sum(0)) / 3:.6f}")
print("displacement of moved molecule", SHIFT, "a0")
print(f"largest change of xi on moving {shift_error:.1e} e^2 a0^2/m_e")
print(f"common origin at charge centroid: xi_iso {common[0]:.6f} e^2 a0^2/m_e")
print(f"common origin 5 a0 away along x: xi_iso {common[1]:.6f} e^2 a0^2/m_e")
print(f"unit of xi {xi_unit:.6e} J T^-2")
print(f"unit of field {b_unit:.6e} T")
print(f"London xi_iso {iso * xi_unit:.5e} J T^-2")
print("checks complete")
```

Printed output:

```
Units: a0, Eh, field hbar/(e a0^2), xi in e^2 a0^2/m_e
charge 1.6 e at [0. 0. 0.] a0
charge 1.4 e at [1.8 0.  0.4] a0
charge 1.0 e at [ 0.4  1.6 -0.6] a0
s exponents (1.2, 0.3) a0^-2
p-lobe exponent 0.6 a0^-2, shift 0.3 a0
electrons 4, basis functions 15
electronic energy -5.57840827 Eh
total energy -2.85603352 Eh
occupied and lowest virtual eps [-0.89238 -0.26838  0.19517] Eh
lowest eigenvalue of M 0.07229 Eh
lowest eigenvalue, real-rotation Hessian 0.15146 Eh
grid check of field integrals, max error 1.2e-12 a.u.
S derivatives, max error: first 8.1e-11, second 8.4e-11 a.u.
h derivatives, max error: first 3.3e-10, second 5.1e-10 a.u.
g derivatives, max error: first 2.7e-10, second 7.0e-07 a.u.
B_z=0.001: E-E0=-3.020263e-06 Eh, -2(E-E0)/B^2=6.040526
B_z=0.002: E-E0=-1.207833e-05 Eh, -2(E-E0)/B^2=6.039167
|E(B)-E(-B)| at B_z=0.002: 0.0e+00 Eh
xi_zz extrapolation error, step 0.004: 8.15e-05 e^2 a0^2/m_e
xi_zz extrapolation error, step 0.002: 5.17e-06 e^2 a0^2/m_e
ratio of these errors 15.77 (dimensionless)
component: formula, finite field (e^2 a0^2/m_e)
xi_xx: -0.588930, -0.588930
xi_xy: -0.187567, -0.187567
xi_xz: -1.745742, -1.745742
xi_yy: 1.082046, 1.082046
xi_yz: 2.774604, 2.774603
xi_zz: 6.040979, 6.040979
largest tensor difference 1.3e-06 e^2 a0^2/m_e
parts of isotropic xi: original, moved molecule (e^2 a0^2/m_e)
one-electron h2: 1.089644, -7.723550
two-electron g2: -1.302572, 3.887270
overlap S2: -0.030347, 3.484048
reorthonorm. Q: -4.698982, -272.692078
relaxation: 7.120289, 275.222342
sum: 2.178032, 2.178032
displacement of moved molecule [ 5. -3.  2.] a0
largest change of xi on moving 4.5e-10 e^2 a0^2/m_e
common origin at charge centroid: xi_iso 1.274545 e^2 a0^2/m_e
common origin 5 a0 away along x: xi_iso -0.711701 e^2 a0^2/m_e
unit of xi 7.891037e-29 J T^-2
unit of field 2.350518e+05 T
London xi_iso 1.71869e-28 J T^-2
checks complete
```
